# Duality rotation, photon helicity and Lipkin's optical chirality, part 1

(Sections cited here and not found follow in the second part.)

## The symmetry and its conserved charge

Circularly polarized light crossing empty space keeps its handedness. If some right-handed and some left-handed light travel where there is no matter at all, Maxwell's equations never turn one kind into the other, so the excess of right over left stays fixed. Walls count as matter: a mirror reverses the handedness of the light it reflects, so the box used below is periodic and has no walls. A conserved quantity of this sort suggests a continuous symmetry. It cannot be a translation in space or time, since those belong to momentum and energy. Nor is it an ordinary rotation, because a rotation about a fixed axis treats waves travelling in different directions differently, while handedness refers each wave to its own direction of travel.

The symmetry is visible in Maxwell's equations without charges. In Gaussian units they read

$$
\nabla\cdot\mathbf E=0,\qquad \nabla\cdot\mathbf B=0,\qquad
\nabla\times\mathbf E=-\frac1c\,\partial_t\mathbf B,\qquad
\nabla\times\mathbf B=\frac1c\,\partial_t\mathbf E .
$$

Mix the two fields through a constant angle $\theta$:

$$
\mathbf E'=\mathbf E\cos\theta+\mathbf B\sin\theta,\qquad
\mathbf B'=\mathbf B\cos\theta-\mathbf E\sin\theta .
$$

Both divergences remain zero. For the curl of the new electric field,

$$
\nabla\times\mathbf E'=-\frac{\cos\theta}{c}\,\partial_t\mathbf B+\frac{\sin\theta}{c}\,\partial_t\mathbf E
=-\frac1c\,\partial_t\mathbf B',
$$

and for that of the new magnetic field,

$$
\nabla\times\mathbf B'=\frac{\cos\theta}{c}\,\partial_t\mathbf E+\frac{\sin\theta}{c}\,\partial_t\mathbf B
=\frac1c\,\partial_t\mathbf E' .
$$

So the rotated fields solve the same equations. This is the electric-magnetic duality rotation.

Its meaning is plainest for a plane wave travelling along the unit vector $\hat{\mathbf k}$. There $\mathbf B=\hat{\mathbf k}\times\mathbf E$, and

$$
\mathbf E'=\mathbf E\cos\theta+\hat{\mathbf k}\times\mathbf E\,\sin\theta ,
$$

which is $\mathbf E$ turned about $\hat{\mathbf k}$ by the angle $\theta$. In a superposition of plane waves, duality turns the polarization of each wave about that wave's own direction. The associated charge should therefore measure angular momentum along the direction of travel, which is helicity.

A symmetry of the equations of motion has a Noether charge if it is also a symmetry of the action, and the action is written in terms of a potential. We therefore need to know what duality does to the potential. Take a cubic periodic box of volume $V$, and use the Coulomb gauge, $\nabla\cdot\mathbf A=0$, with no scalar potential since there are no charges. Then

$$
\mathbf E=-\frac1c\,\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .
$$

We exclude spatially uniform fields, the Fourier component with $\mathbf k=0$. All the vector fields below on which a curl is inverted are transverse, meaning divergence-free, and have no uniform part.

Two properties of the curl carry the derivation. The first is that it is self-adjoint. The identity $\nabla\cdot(\mathbf F\times\mathbf G)=\mathbf G\cdot\nabla\times\mathbf F-\mathbf F\cdot\nabla\times\mathbf G$ integrates to zero over a periodic box, so

$$
\int\mathbf F\cdot\nabla\times\mathbf G\,d^3r=\int\mathbf G\cdot\nabla\times\mathbf F\,d^3r .
$$

From now on $\int$ without a measure means this integral over the box. Setting $\mathbf G=\partial_t\mathbf F$ gives a consequence that will be used repeatedly:

$$
\frac{d}{dt}\int\mathbf F\cdot\nabla\times\mathbf F
=\int\partial_t\mathbf F\cdot\nabla\times\mathbf F+\int\mathbf F\cdot\nabla\times\partial_t\mathbf F
=2\int\partial_t\mathbf F\cdot\nabla\times\mathbf F .
$$

The second property is that the curl can be inverted. If $\mathbf G$ has Fourier components $\mathbf G_{\mathbf k}$, let $\mathbf F_{\mathbf k}=i\mathbf k\times\mathbf G_{\mathbf k}/k^2$. The curl of $\mathbf F$ has components

$$
i\mathbf k\times\mathbf F_{\mathbf k}
=-\frac{\mathbf k\times(\mathbf k\times\mathbf G_{\mathbf k})}{k^2}
=-\frac{\mathbf k(\mathbf k\cdot\mathbf G_{\mathbf k})-k^2\mathbf G_{\mathbf k}}{k^2}
=\mathbf G_{\mathbf k},
$$

because $\mathbf k\cdot\mathbf G_{\mathbf k}=0$. The division by $k^2$ shows why uniform fields had to be left out: a uniform field is not the curl of any periodic field.

We can now define a second potential $\mathbf C$, transverse like $\mathbf A$, by

$$
\nabla\times\mathbf C=-\mathbf E=\frac1c\,\partial_t\mathbf A .
$$

This fixes $\mathbf C$ at each instant as a functional of $\partial_t\mathbf A$. The functional is nonlocal in space, since inverting a curl needs the field throughout the box, but it involves a single time and does not assume that $\mathbf A$ obeys any equation of motion. If Maxwell's equations do hold, then

$$
\nabla\times\mathbf B=\frac1c\,\partial_t\mathbf E=-\frac1c\,\nabla\times\partial_t\mathbf C ,
$$

and inverting the curl gives

$$
\mathbf B=-\frac1c\,\partial_t\mathbf C .
$$

On solutions, $\mathbf A$ and $\mathbf C$ thus play parallel roles, and duality rotates one into the other:

$$
\mathbf A'=\mathbf A\cos\theta+\mathbf C\sin\theta,\qquad
\mathbf C'=\mathbf C\cos\theta-\mathbf A\sin\theta .
$$

Indeed $-\partial_t\mathbf A'/c=\mathbf E\cos\theta+\mathbf B\sin\theta$, while $\nabla\times\mathbf A'=\mathbf B\cos\theta-\mathbf E\sin\theta$. The second potential is consistent with this, since $-\nabla\times\mathbf C'=\mathbf E\cos\theta+\mathbf B\sin\theta$.

The Lagrangian of the free field is

$$
L=\frac1{8\pi}\int(E^2-B^2)
=\frac1{8\pi}\int\left[\frac{(\partial_t\mathbf A)^2}{c^2}-(\nabla\times\mathbf A)^2\right].
$$

It is not invariant. Squaring the rotated fields gives

$$
E'^2-B'^2=(\cos^2\theta-\sin^2\theta)(E^2-B^2)+4\sin\theta\cos\theta\,\mathbf E\cdot\mathbf B ,
$$

and at $\theta=\pi/2$ the integrand changes sign. Noether's theorem asks for less than invariance: it is enough that an infinitesimal transformation changes $L$ by a total time derivative. This must hold for arbitrary histories $\mathbf A(\mathbf r,t)$, not just for solutions. On a solution, every variation changes $L$ by a total derivative, as we now show, so a check confined to solutions would say nothing about symmetry.

For any transverse variation $\delta\mathbf A$,

$$
\delta L=\frac1{4\pi}\int\left[\frac{\partial_t\mathbf A\cdot\partial_t\delta\mathbf A}{c^2}
-(\nabla\times\mathbf A)\cdot(\nabla\times\delta\mathbf A)\right].
$$

Define the canonical momentum $\boldsymbol\Pi=\partial_t\mathbf A/(4\pi c^2)$. Move the time derivative off $\delta\mathbf A$ by the product rule, and the curl by self-adjointness:

$$
\delta L=\frac d{dt}\int\boldsymbol\Pi\cdot\delta\mathbf A
-\frac1{4\pi}\int\delta\mathbf A\cdot\left[\frac{\partial_t^2\mathbf A}{c^2}+\nabla\times\nabla\times\mathbf A\right].
$$

The last bracket equals $-\partial_t\mathbf E/c+\nabla\times\mathbf B$. It vanishes on solutions and leaves the total derivative.

Now choose the infinitesimal duality rotation, $\delta\mathbf A=\theta\,\mathbf C$, for an arbitrary history. Here $\mathbf C$ is the functional defined by $\nabla\times\mathbf C=\partial_t\mathbf A/c$, and the relation $\mathbf B=-\partial_t\mathbf C/c$ may not be used. The variation of the Lagrangian is

$$
\delta L=\frac{\theta}{4\pi}\int\left[\frac{\partial_t\mathbf A\cdot\partial_t\mathbf C}{c^2}
-(\nabla\times\mathbf A)\cdot(\nabla\times\mathbf C)\right].
$$

In the first term put $\partial_t\mathbf A=c\,\nabla\times\mathbf C$:

$$
\frac1{c^2}\int\partial_t\mathbf A\cdot\partial_t\mathbf C
=\frac1c\int\partial_t\mathbf C\cdot\nabla\times\mathbf C
=\frac1{2c}\frac d{dt}\int\mathbf C\cdot\nabla\times\mathbf C .
$$

In the second put $\nabla\times\mathbf C=\partial_t\mathbf A/c$:

$$
-\int(\nabla\times\mathbf A)\cdot(\nabla\times\mathbf C)
=-\frac1c\int\partial_t\mathbf A\cdot\nabla\times\mathbf A
=-\frac1{2c}\frac d{dt}\int\mathbf A\cdot\nabla\times\mathbf A .
$$

Together they give

$$
\delta L=\theta\,\frac{dK}{dt},\qquad
K=\frac1{8\pi c}\int\left(\mathbf C\cdot\nabla\times\mathbf C-\mathbf A\cdot\nabla\times\mathbf A\right).
$$

No equation of motion was used, so the infinitesimal duality rotation is a symmetry of the action up to terms at the initial and final times, which is all that Noether's theorem needs. The finite formula $\mathbf A'=\mathbf A\cos\theta+\mathbf C\sin\theta$ holds on solutions only. For an arbitrary history it changes the action at second order in $\theta$, because applying the map $\mathbf A\to\mathbf C$ twice gives $-\mathbf A$ only when Maxwell's equations hold. This identity was tested on a random history that does not satisfy Maxwell's equations, by comparing the varied Lagrangian with a finite-difference derivative of $K$.

On a solution, $\delta L$ is also $\theta\,d(\int\boldsymbol\Pi\cdot\mathbf C)/dt$. Subtracting the two expressions shows that

$$
Q=\int\boldsymbol\Pi\cdot\mathbf C-K
$$

is conserved. Since $\boldsymbol\Pi=\nabla\times\mathbf C/(4\pi c)$, the first term is twice the $\mathbf C$ part of $K$, and

$$
Q=\frac{2-1}{8\pi c}\int\mathbf C\cdot\nabla\times\mathbf C+\frac1{8\pi c}\int\mathbf A\cdot\nabla\times\mathbf A .
$$

With $\nabla\times\mathbf C=-\mathbf E$ and $\nabla\times\mathbf A=\mathbf B$ this becomes

$$
Q=\frac1{8\pi c}\int(\mathbf A\cdot\mathbf B-\mathbf C\cdot\mathbf E).
$$

The product of a potential and a field is an energy density times a length. Integrating over volume and dividing by $c$ leaves an energy times a time, the dimension of $\hbar$, as a charge conjugate to an angle should have.

In general neither half of $Q$ is conserved by itself. Using the rule for the derivative of $\int\mathbf F\cdot\nabla\times\mathbf F$, we find for the magnetic half

$$
\frac d{dt}\,\frac1{8\pi c}\int\mathbf A\cdot\mathbf B
=\frac1{4\pi c}\int\partial_t\mathbf A\cdot\mathbf B
=-\frac1{4\pi}\int\mathbf E\cdot\mathbf B ,
$$

and for the electric half, with $\partial_t\mathbf C=-c\mathbf B$,

$$
\frac d{dt}\,\frac1{8\pi c}\int\mathbf C\cdot\nabla\times\mathbf C
=\frac1{4\pi c}\int(-c\mathbf B)\cdot(-\mathbf E)
=+\frac1{4\pi}\int\mathbf E\cdot\mathbf B .
$$

What one half loses, the other gains. A magnetic helicity built from $\mathbf A\cdot\mathbf B$ alone can oscillate when the field contains waves of equal helicity and opposite wave vectors. Without such pairs, as in a beam travelling one way, $\int\mathbf E\cdot\mathbf B=0$ and each half is constant by itself.

There is also a local law. Let $h=(\mathbf A\cdot\mathbf B-\mathbf C\cdot\mathbf E)/(8\pi c)$. Maxwell's equations give

$$
\partial_t(\mathbf A\cdot\mathbf B)=-c\,\mathbf E\cdot\mathbf B-c\,\mathbf A\cdot\nabla\times\mathbf E,
$$

$$
\partial_t(\mathbf C\cdot\mathbf E)=-c\,\mathbf B\cdot\mathbf E+c\,\mathbf C\cdot\nabla\times\mathbf B .
$$

On subtraction the terms $\mathbf E\cdot\mathbf B$ cancel, and

$$
\partial_t h=-\frac1{8\pi}\left(\mathbf A\cdot\nabla\times\mathbf E+\mathbf C\cdot\nabla\times\mathbf B\right).
$$

The bracket is a divergence, because

$$
\nabla\cdot(\mathbf E\times\mathbf A)=\mathbf A\cdot\nabla\times\mathbf E-\mathbf E\cdot\mathbf B,\qquad
\nabla\cdot(\mathbf B\times\mathbf C)=\mathbf C\cdot\nabla\times\mathbf B+\mathbf B\cdot\mathbf E .
$$

Hence

$$
\partial_t h+\nabla\cdot\frac{\mathbf E\times\mathbf A+\mathbf B\times\mathbf C}{8\pi}=0 .
$$

The density $h$ depends on the choice of gauge, here the Coulomb gauge, but the total does not. Under $\mathbf A\to\mathbf A+\nabla f$ with periodic $f$, the integral changes by $\int\nabla f\cdot\mathbf B=-\int f\,\nabla\cdot\mathbf B=0$, and the same argument applies to $\mathbf C$ with $\nabla\cdot\mathbf E=0$.

A linearly polarized plane wave gives a quick check of meaning. Its fields keep fixed directions, so $\mathbf A$ is parallel to $\mathbf E$ and $\mathbf C$ to $\mathbf B$. As $\mathbf E$ and $\mathbf B$ are perpendicular, $h=0$ everywhere: this wave carries no duality charge. Linearly polarized waves with different wave vectors still have $Q=0$ in total, but where they interfere the density $h$ need not vanish.

Electric charges break the symmetry, because there are no magnetic charges for them to rotate into. Suppose a current $\mathbf J$ is present, with transverse part $\mathbf J_\perp$, and define $\mathbf C$ from the transverse electric field, $\nabla\times\mathbf C=-\mathbf E_\perp$. The transverse Ampère law, $\partial_t\mathbf E_\perp=c\nabla\times\mathbf B-4\pi\mathbf J_\perp$, then gives

$$
\partial_t\mathbf C=-c\mathbf B+4\pi\,\mathbf M,\qquad \nabla\times\mathbf M=\mathbf J_\perp ,
$$

with $\mathbf M$ transverse. The first term again cancels against the magnetic half. The second leaves

$$
\frac{dQ}{dt}=\frac1c\int\mathbf M\cdot\nabla\times\mathbf C
=\frac1c\int\mathbf C\cdot\nabla\times\mathbf M
=\frac1c\int\mathbf J_\perp\cdot\mathbf C .
$$

Matter can therefore create or absorb handedness, and the conservation law derived here belongs to the free field. Not all matter mixes the two kinds of light. A mirror or a glass surface converts one helicity into the other on reflection, but the surface of a medium with equal permittivity and permeability, $\varepsilon=\mu$, reflects and transmits each helicity unchanged.

The duality rotation is a symmetry of the free field's action up to boundary terms in time, and its conserved charge $Q$ has a magnetic and an electric half that are not in general conserved separately. It remains to express $Q$ in terms of photon numbers and to compare it with optical chirality.
